# Why sound attenuation falls and nuclear relaxation peaks below Tc: verification in Python

```python
"""
Result under test: in a BCS superconductor a perturbation of time-reversal
parity eta scatters quasiparticles with amplitude B (u u' - eta v v').
eta=+1 (longitudinal sound): attenuation ratio -> 2 f(Delta).
eta=-1 (nuclear spin relaxation): ratio has a peak below Tc, growing as
ln(1/omega).
Symbols: xi normal-state energy from the Fermi level, E=sqrt(xi^2+Delta^2),
u^2=(1+xi/E)/2, v^2=(1-xi/E)/2, f Fermi function, w = hbar*omega.
All energies are in units of k*Tc and t = T/Tc, unless a unit is printed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def integrate(func, lo, hi):
    x = 0.5 * (hi - lo) * NODES + 0.5 * (hi + lo)
    return 0.5 * (hi - lo) * np.sum(WEIGHTS * func(x))


def fermi(e, t):
    return 1.0 / (np.exp(e / t) + 1.0)


def minus_fermi_slope(e, t):
    return 1.0 / (4 * t * np.cosh(e / (2 * t))**2)


def fermi_difference(e, w, t):
    """f(e) - f(e+w) without cancellation."""
    return (0.5 * np.sinh(w / (2 * t))
            / (np.cosh(e / (2 * t)) * np.cosh((e + w) / (2 * t))))


def gap(t):
    """Weak-coupling gap from the Matsubara form of the gap equation."""
    count = 2000
    a = np.arange(count) + 0.5

    def mismatch(delta):
        d = delta / (2 * np.pi * t)
        b = np.sqrt(a * a + d * d)
        return np.sum(d * d / (a * b * (a + b))) + d * d / (4 * count**2) + np.log(t)
    return brentq(mismatch, 1e-9, 3.0, xtol=1e-14)


def rate_ratio(delta, t, w, eta):
    """Superconducting/normal rate, w < 2 delta; E = delta + w sinh^2(theta)."""
    def integrand(theta):
        e = delta + w * np.sinh(theta)**2
        e2 = e + w
        return (2 * (e * e2 - eta * delta**2)
                / np.sqrt((e + delta) * (e2 + delta)) * fermi_difference(e, w, t))
    return 2 / w * integrate(integrand, 0.0, np.arcsinh(np.sqrt(40 * t / w)))


def amplitudes(xi, delta):
    e = np.sqrt(xi**2 + delta**2)
    return np.sqrt((1 + xi / e) / 2), np.sqrt((1 - xi / e) / 2)


def golden_rule_sum(delta, t, w, eta, max_transfer=np.inf):
    """Explicit sum over both signs of xi and xi'; |xi'-xi| < hbar vF q."""
    scale = np.sqrt(delta * w)
    s_max = np.arcsinh(40 * t / scale)
    s = np.linspace(-s_max, s_max, 200001)
    xi = scale * np.sinh(s)
    e = np.sqrt(xi**2 + delta**2)
    root = np.sqrt(xi**2 + 2 * e * w + w * w)
    u, v = amplitudes(xi, delta)
    total = np.zeros_like(xi)
    for sign in (1, -1):
        u2, v2 = amplitudes(sign * root, delta)
        allowed = np.abs(sign * root - xi) < max_transfer
        total += allowed * (u * u2 - eta * v * v2)**2 * (e + w) / root
    total *= fermi_difference(e, w, t) * scale * np.cosh(s)
    return np.sum(total) * (s[1] - s[0]) / w


def mean_densities(e, a, b):
    """Averages of e/sqrt(e^2-g^2), g/sqrt(e^2-g^2), g uniform in [a,b]."""
    top = np.minimum(b, e)
    n = e * (np.arcsin(top / e) - np.arcsin(a / e)) / (b - a)
    m = (np.sqrt(e * e - a * a) - np.sqrt(e * e - top * top)) / (b - a)
    return n, m


def spread_gap_ratio(delta, t, spread):
    """Zero-frequency spin relaxation ratio, gaps delta*(1 +/- spread)."""
    a, b = delta * (1 - spread), delta * (1 + spread)

    def kernel(e):
        n, m = mean_densities(e, a, b)
        return 2 * minus_fermi_slope(e, t) * (n * n + m * m)
    inside = integrate(lambda p: kernel(a + (b - a) * np.sin(p)**2)
                       * (b - a) * np.sin(2 * p), 0.0, np.pi / 2)
    outside = integrate(lambda p: kernel(b + (b - a) * np.sinh(p)**2)
                        * (b - a) * np.sinh(2 * p),
                        0.0, np.arcsinh(np.sqrt(40 * t / (b - a))))
    return inside + outside


# Parity rule: disordered spin-orbit model, diagonalized without using u, v.
rng = np.random.default_rng(7)
sites, pairing = 5, 0.8
dim = 2 * sites
sigma_y = np.array([[0, -1j], [1j, 0]])
time_y = np.kron(np.eye(sites), sigma_y)


def random_hermitian():
    m = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    return (m + m.conj().T) / 2


def parity_part(m, eta):
    return (m + eta * time_y @ m.conj() @ time_y) / 2


h = parity_part(random_hermitian(), 1)
pair_block = pairing * (1j * time_y).real
bdg = np.block([[h, pair_block], [pair_block.T, -h.conj()]])
qp_energy, qp_states = np.linalg.eigh(bdg)
qp_energy, qp_states = qp_energy[dim:], qp_states[:, dim:]
levels, orbitals = np.linalg.eigh(h)
order = np.argsort(np.abs(levels[::2]))
xis = levels[::2][order]
orbs = [orbitals[:, 2 * j:2 * j + 2] for j in order]
assert np.allclose(qp_energy[::2], np.sqrt(xis**2 + pairing**2), atol=1e-10)
assert np.min(np.diff(qp_energy[::2])) > 1e-5
particle = [qp_states[:dim, 2 * j:2 * j + 2] for j in range(sites)]
hole = [qp_states[dim:, 2 * j:2 * j + 2] for j in range(sites)]
sample_strength = {}
for eta in (1, -1):
    op = parity_part(random_hermitian(), eta)
    for j in range(sites):
        for k in range(sites):
            if j == k:
                continue
            normal = np.sum(np.abs(orbs[j].conj().T @ op @ orbs[k])**2)
            scatter = (particle[j].conj().T @ op @ particle[k]
                       - hole[j].conj().T @ op.T @ hole[k])
            create = (particle[j].conj().T @ op @ hole[k].conj()
                      - (particle[k].conj().T @ op @ hole[j].conj()).T)
            uj, vj = amplitudes(xis[j], pairing)
            uk, vk = amplitudes(xis[k], pairing)
            strength = np.sum(np.abs(scatter)**2) / normal
            made = np.sum(np.abs(create)**2) / normal
            assert abs(strength - (uj * uk - eta * vj * vk)**2) < 1e-8
            assert abs(made - (uj * vk + eta * vj * uk)**2) < 1e-8
            if (j, k) == (0, 1):
                sample_strength[eta] = (strength, made)

# Gap: zero-temperature limit and the real-energy gap equation.
gap_zero = gap(0.05)
assert abs(gap_zero - np.pi * np.exp(-np.euler_gamma)) < 1e-5
t_check = 0.7
d_check = gap(t_check)


def gap_integrand(x):
    e = np.hypot(x, d_check)
    return np.tanh(e / (2 * t_check)) / e - np.tanh(x / (2 * t_check)) / x


gap_integral = quad(gap_integrand, 0, 20)[0] + quad(gap_integrand, 20, np.inf)[0]
assert abs(gap_integral - np.log(t_check)) < 1e-6

# Model parameters and reduced frequencies.
tc_kelvin, nmr_hz, sound_hz, velocity_ratio = 1.0, 1e6, 1e7, 300.0
thermal = const.k * tc_kelvin
w_nmr, w_sound = const.h * nmr_hz / thermal, const.h * sound_hz / thermal
transfer = velocity_ratio * w_sound

# Rates: explicit signed sums against the energy integral and 2 f(Delta).
for t in (0.5, 0.9):
    d = gap(t)
    for eta in (1, -1):
        direct = golden_rule_sum(d, t, w_sound, eta)
        assert abs(direct / rate_ratio(d, t, w_sound, eta) - 1) < 1e-5
    momentum_resolved = golden_rule_sum(d, t, w_sound, 1, transfer)
    assert abs(momentum_resolved / (2 * fermi(d, t)) - 1) < 3e-3
sound_momentum = momentum_resolved

# Logarithm: frequency slope, then the slope with gap spread as cutoff.
t_log = 0.9
d_log = gap(t_log)
slope_formula = 2 * d_log * minus_fermi_slope(d_log, t_log)
slope_direct = (rate_ratio(d_log, t_log, 1e-6, -1)
                - rate_ratio(d_log, t_log, 1e-5, -1)) / np.log(10)
assert abs(slope_direct / slope_formula - 1) < 1e-3
slope_spread = (spread_gap_ratio(d_log, t_log, 0.001)
                - spread_gap_ratio(d_log, t_log, 0.002)) / np.log(2)
assert abs(slope_spread / slope_formula - 1) < 0.03  # finite-spread terms
for e in (1.02, 1.3):
    n, m = mean_densities(e, 0.9, 1.1)
    top = min(e, 1.1)
    n_quad = quad(lambda g: e / np.sqrt(e * e - g * g), 0.9, top)[0] / 0.2
    m_quad = quad(lambda g: g / np.sqrt(e * e - g * g), 0.9, top)[0] / 0.2
    assert abs(n - n_quad) < 1e-6 and abs(m - m_quad) < 1e-6

# Leading behaviour just below Tc, omitted terms are of order Delta^2.
t_near, w_near = 0.99999, 1e-6
d_near = gap(t_near)
near_spin = rate_ratio(d_near, t_near, w_near, -1)
near_spin_law = 1 + d_near / (2 * t_near) * (np.log(8 * d_near / w_near) - 1)
near_sound = rate_ratio(d_near, t_near, w_near, 1)
near_sound_law = 1 - d_near / (2 * t_near)
assert abs(near_spin - near_spin_law) < 3e-4
assert abs(near_sound - near_sound_law) < 3e-4

# Temperature dependence and peaks.
rows = []
for t in (0.2, 0.3, 0.5, 0.7, 0.8, 0.9, 0.95, 0.99, 0.999):
    d = gap(t)
    sound = rate_ratio(d, t, w_sound, 1)
    spin = rate_ratio(d, t, w_nmr, -1)
    neutral = rate_ratio(d, t, w_nmr, 0)
    assert abs(sound / (2 * fermi(d, t)) - 1) < 3e-3
    rows.append((t, d, 2 * fermi(d, t), sound, spin, neutral))
assert all(rows[i][3] < rows[i + 1][3] < 1 for i in range(len(rows) - 1))


def find_peak(func):
    best = minimize_scalar(lambda t: -func(t), bounds=(0.6, 0.999),
                           method="bounded", options={"xatol": 1e-5})
    return best.x, -best.fun


peak_nmr = find_peak(lambda t: rate_ratio(gap(t), t, w_nmr, -1))
peak_fast = find_peak(lambda t: rate_ratio(gap(t), t, 10 * w_nmr, -1))
peak_neutral = find_peak(lambda t: rate_ratio(gap(t), t, w_nmr, 0))
peak_5 = find_peak(lambda t: spread_gap_ratio(gap(t), t, 0.05))
peak_10 = find_peak(lambda t: spread_gap_ratio(gap(t), t, 0.10))
assert peak_nmr[1] > peak_fast[1] > 1 and peak_nmr[1] > peak_neutral[1] > 1
assert peak_nmr[1] > peak_5[1] > peak_10[1] > 1

print(f"Tc = {tc_kelvin:.1f} K, vF/sound speed = {velocity_ratio:.0f}")
print(f"nuclear frequency {nmr_hz/1e6:.0f} MHz: hbar*omega/(k Tc) = {w_nmr:.3e}")
print(f"sound frequency {sound_hz/1e6:.0f} MHz: hbar*omega/(k Tc) = {w_sound:.3e}")
print(f"hbar*vF*q/(k Tc) for this sound = {transfer:.4f}")
print(f"Delta(0)/(k Tc) = {gap_zero:.4f}")
print(f"Delta(0) = {gap_zero*thermal/const.e*1e6:.1f} micro-eV")
print(f"disordered model: Delta = {pairing:.1f}, xi = {xis[0]:.4f}, "
      f"xi' = {xis[1]:.4f} (model energy units)")
for eta in (1, -1):
    print(f"  eta={eta:+d}: scattering strength/normal = {sample_strength[eta][0]:.4f}, "
          f"pair creation/normal = {sample_strength[eta][1]:.4f}")
print("E/Delta, squared density of states, times (1-D^2/E^2), times (1+D^2/E^2)")
for e in (1.01, 1.1, 2.0):
    dos2 = e * e / (e * e - 1)
    print(f"  {e:.2f}  {dos2:.3f}  {dos2*(1-1/e**2):.3f}  {dos2*(1+1/e**2):.3f}")
print("T/Tc, Delta/(k Tc), 2f(Delta), sound 10 MHz, spin 1 MHz, no interference 1 MHz")
for row in rows:
    print("  {:.3f}  {:.4f}  {:.5f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"sound ratio with momentum conservation, T/Tc=0.9: {sound_momentum:.5f}")
print(f"spin ratio slope per unit ln(1/omega), T/Tc={t_log:.1f}: "
      f"direct {slope_direct:.5f}, formula {slope_formula:.5f}")
print(f"spin ratio slope per unit ln(1/spread), same T: {slope_spread:.5f}")
print(f"near Tc: T/Tc = {t_near:.5f}, Delta/(k Tc) = {d_near:.6f}, "
      f"hbar*omega/(k Tc) = {w_near:.0e}")
print(f"  spin ratio: integral {near_spin:.5f}, leading law {near_spin_law:.5f}")
print(f"  sound ratio: integral {near_sound:.5f}, leading law {near_sound_law:.5f}")
print("peaks: T/Tc at maximum, height relative to normal state")
for name, peak in (("spin, sharp gap, 1 MHz", peak_nmr),
                   ("spin, sharp gap, 10 MHz", peak_fast),
                   ("no interference, 1 MHz", peak_neutral),
                   ("spin, gap spread +/-5%, zero frequency", peak_5),
                   ("spin, gap spread +/-10%, zero frequency", peak_10)):
    print(f"  {name}: {peak[0]:.3f}, {peak[1]:.3f}")
print("tests ok")
```

Output:

```
Tc = 1.0 K, vF/sound speed = 300
nuclear frequency 1 MHz: hbar*omega/(k Tc) = 4.799e-05
sound frequency 10 MHz: hbar*omega/(k Tc) = 4.799e-04
hbar*vF*q/(k Tc) for this sound = 0.1440
Delta(0)/(k Tc) = 1.7639
Delta(0) = 152.0 micro-eV
disordered model: Delta = 0.8, xi = 0.0477, xi' = -1.2513 (model energy units)
  eta=+1: scattering strength/normal = 0.2061, pair creation/normal = 0.7939
  eta=-1: scattering strength/normal = 0.7438, pair creation/normal = 0.2562
E/Delta, squared density of states, times (1-D^2/E^2), times (1+D^2/E^2)
  1.01  50.751  1.000  100.502
  1.10  5.762  1.000  10.524
  2.00  1.333  1.000  1.667
T/Tc, Delta/(k Tc), 2f(Delta), sound 10 MHz, spin 1 MHz, no interference 1 MHz
  0.200  1.7637  0.00030  0.00030  0.02402  0.01216
  0.300  1.7588  0.00567  0.00567  0.31978  0.16272
  0.500  1.6878  0.06613  0.06613  2.21864  1.14239
  0.700  1.4619  0.22047  0.22047  4.45631  2.33839
  0.800  1.2542  0.34508  0.34508  5.04543  2.69526
  0.900  0.9284  0.52556  0.52556  4.77424  2.64990
  0.950  0.6708  0.66090  0.66090  3.98531  2.32311
  0.990  0.3051  0.84713  0.84713  2.40546  1.62629
  0.999  0.0968  0.95157  0.95157  1.41227  1.18192
sound ratio with momentum conservation, T/Tc=0.9: 0.52556
spin ratio slope per unit ln(1/omega), T/Tc=0.9: direct 0.39968, formula 0.39968
spin ratio slope per unit ln(1/spread), same T: 0.39968
near Tc: T/Tc = 0.99999, Delta/(k Tc) = 0.009687, hbar*omega/(k Tc) = 1e-06
  spin ratio: integral 1.04960, leading law 1.04968
  sound ratio: integral 0.99516, leading law 0.99516
peaks: T/Tc at maximum, height relative to normal state
  spin, sharp gap, 1 MHz: 0.828, 5.083
  spin, sharp gap, 10 MHz: 0.835, 4.059
  no interference, 1 MHz: 0.845, 2.743
  spin, gap spread +/-5%, zero frequency: 0.887, 2.354
  spin, gap spread +/-10%, zero frequency: 0.900, 2.070
tests ok
```
